# Two-photon ladder in He-like ions: no-pair energy and its leading remainder, part 2

Two electrons in the $1s^2$, $J=0$ state $\Psi$ ($E=2\varepsilon_a$) of a fixed point nucleus $Ze$ exchange two photons (Gaussian units). Here $x=Z\alpha$, $E_h=\alpha^2mc^2=e^2/a_0$, $D=a_0^3\langle\delta(\mathbf r_{12})\rangle$, $\alpha^3D=x^3/8\pi$, and $\rho$ is the 1s density. Rungs are Coulomb (C), $V=e^2/r_{12}$, or transverse (T), with static limit
$$B=-\frac{e^2}{2r_{12}}\big[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)\big].$$
Signs $\pm$ label intermediate one-electron energies; primed sums omit $1s\,1s$. The Coulomb-gauge ladder $\Delta E_{\rm lad}$ is compared with the no-pair energy
$$\Delta E_{++}=\sum_{\varepsilon_{n_1},\varepsilon_{n_2}>0}{}'\ \frac{|\langle n_1n_2|V+B|\Psi\rangle|^2}{E-\varepsilon_{n_1}-\varepsilon_{n_2}}\tag{2}$$

With static rungs, $I(0)=V+B$, the $--$ states add
$$\Delta E_{--}=-\sum_{\varepsilon_{n_1},\varepsilon_{n_2}<0}\frac{|\langle n_1n_2|I(0)|\Psi\rangle|^2}{E-\varepsilon_{n_1}-\varepsilon_{n_2}} .\tag{4}$$

The CC sums, with radial functions $(P,Q)$, Dirac number $\kappa$, $j=|\kappa|-\frac12$ and large-component orbital number $L$, are
$$\Delta E^{CC}_{\pm\pm}=\pm\sum_\kappa\frac{j+\frac12}{(2L+1)^2}\sum_{n_1n_2}{}'\frac{e^4R_L(n_1\kappa,n_2\kappa)^2}{E-\varepsilon_{n_1}-\varepsilon_{n_2}},\tag{5}$$
where $R_L=\iint\rho_{n_1}(r_1)\,\frac{r_<^L}{r_>^{L+1}}\,\rho_{n_2}(r_2)\,dr_1dr_2$ and $\rho_n=P_aP_n+Q_aQ_n$.

Lemma 4: for $\xi=\hbar k/mc\gg x$, with $\eta=\sqrt{1+\xi^2}$,
$$\delta E=\alpha^3D\,E_h\int f(\xi)\,d\xi,\qquad f=8\xi^2\big[\mathcal L(\xi)-\mathcal L^{\rm static}_{++}(\xi)\big],\tag{6}$$
$$\mathcal L=\frac{i}{2\pi}\int\! d\omega\,\langle S|\hat I\,G_1(1+\omega,\mathbf k)\,G_2(1-\omega,-\mathbf k)\,\hat I|S\rangle,$$
with $|S\rangle$ the singlet at rest, $\omega$ in units of $mc^2$, $\hat I_C=\xi^{-2}$, $\hat I_T=\sum_{\boldsymbol\epsilon}(\boldsymbol\alpha_1\cdot\boldsymbol\epsilon)(\boldsymbol\alpha_2\cdot\boldsymbol\epsilon)/(\omega^2-\xi^2+i0)$, $G(\epsilon)=\Lambda_+/(\epsilon-\eta+i0)+\Lambda_-/(\epsilon+\eta-i0)$ and $\Lambda_\pm=[\eta\pm(\boldsymbol\alpha\cdot\boldsymbol\xi+\beta)]/2\eta$. Rotation to $\omega=iw$ gives $\frac{i}{2\pi}\int d\omega\to-\frac1{2\pi}\int dw$. The integral converges above $\xi\sim1$; small-$\xi$ behaviour $f\sim\xi^{-n}$ gives $x^3$ for $n<1$, $x^3\ln(1/x)$ for $n=1$, $x^{4-n}$ for $n>1$.

Part (b) of the theorem, proved: the CC remainder is exactly the $--$ sum, at leading order
$$\Delta E^{CC}_{--}=\Big(\frac\pi2-\frac53\Big)\alpha^3D\,E_h=-0.0958703\,\frac{x^3}{8\pi}E_h=-0.003815\,x^3E_h.\quad\square\tag{7}$$
The remark after (7) suggests corrections of relative order $x^2$, with coefficient and possible logarithm underived.

Still to be proved are (c), $\Delta E_{\rm lad}-\Delta E_{++}=\alpha^3D\,E_h[\tfrac{10}{3}\ln\tfrac1x+O(1)]$, and (d), that the order $x^3$ is lost if retardation is dropped while negative-energy states are kept, or if the ladder alone is taken in Feynman gauge.

The proof of Lemma 5 is under way: the CT remainder is $\alpha^3DE_h[(\tfrac43+4)\ln(1/x)+O(1)]$. With $A=\varepsilon_{n_1}-\varepsilon_a$, $C=\varepsilon_{n_2}-\varepsilon_a$, $\omega_k=\hbar ck$, its first step found the energy integral $-1/[2\omega_k(\omega_k+A)]$ for one electron and one photon denominator, and, after static subtraction, the $++$ weight
$$W_{\rm ret}=-\frac1{2\omega_k^2(A+C)}\Big[\frac A{\omega_k+A}+\frac C{\omega_k+C}\Big]\ \longrightarrow\ -\frac1{2\omega_k^3}\quad(\omega_k\gg A,C).\tag{8}$$
The reference state has weight $-1/2\omega_k^3$. For $x^2\ll\xi\ll1$ closure gives
$$\delta E_{CT}=-\frac{2\alpha}{\pi}\int\!\frac{dk}k\,\langle V\,\overline{T_{\mathbf k}}\rangle,$$
where $T_{\mathbf k}=\sum_{\boldsymbol\epsilon\perp\mathbf k}(\boldsymbol\alpha_1\cdot\boldsymbol\epsilon)(\boldsymbol\alpha_2\cdot\boldsymbol\epsilon)\,e^{i\mathbf k\cdot\mathbf r_{12}}$ and the bar averages over directions of $\mathbf k$.

**Currents.** Between positive-energy states the small component is $\boldsymbol\sigma\cdot\mathbf p\,\phi/2mc$, so for a divergence-free field $\mathbf a$
$$\boldsymbol\alpha\cdot\mathbf a\to\frac{(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf a)}{2mc}=\frac1{mc}\Big[\mathbf a\cdot\mathbf p+\frac\hbar2\boldsymbol\sigma\cdot\nabla\times\mathbf a\Big].$$
With $\mathbf a=\boldsymbol\epsilon e^{\pm i\mathbf k\cdot\mathbf r}$ the bracket is $O=e^{\pm i\mathbf k\cdot\mathbf r}[\boldsymbol\epsilon\cdot\mathbf p\pm\frac{i\hbar}2\boldsymbol\sigma\cdot(\mathbf k\times\boldsymbol\epsilon)]$, upper sign for electron 1. Then
$$\delta E_{CT}=\frac{\alpha}{\pi m^2c^2}\int\!\frac{dk}k\,S(k),\qquad S=-2\sum_{\boldsymbol\epsilon}\langle V\,\overline{O_1O_2}\rangle .\tag{9}$$
Terms linear in one spin vanish in the singlet. Since $\alpha e^2\hbar^2/m^2c^2=\alpha^3a_0^3E_h$, a plateau $S=s\,\pi e^2\hbar^2\langle\delta\rangle$ contributes $s\,\alpha^3DE_h\int dk/k$.

**Orbital part.** With $\phi_0=u(r_1)u(r_2)$ real, $p_{1i}p_{2j}=-\hbar^2\partial_{1i}\partial_{2j}$ and $u\nabla u=\frac12\nabla\rho$, so
$$S_{\rm orb}=\frac{\hbar^2}2\sum_{\boldsymbol\epsilon}\iint V e^{i\mathbf k\cdot\mathbf r_{12}}\,(\boldsymbol\epsilon\cdot\nabla\rho)_1(\boldsymbol\epsilon\cdot\nabla\rho)_2 .$$
In Fourier space the gradients give $(\boldsymbol\epsilon\cdot\mathbf q)^2\tilde\rho(q)^2$, the polarization sum gives $q^2(1-\mu^2)$ with $\mu=\hat{\mathbf q}\cdot\hat{\mathbf k}$, and $Ve^{i\mathbf k\cdot\mathbf r}$ gives $4\pi e^2/|\mathbf q-\mathbf k|^2$. With $\frac12\cdot4\pi\cdot2\pi/(2\pi)^3=1/2\pi$,
$$S_{\rm orb}(k)=\frac{e^2\hbar^2}{2\pi}\int_0^\infty\! q^4\tilde\rho^2dq\int_{-1}^1\!\frac{(1-\mu^2)\,d\mu}{q^2+k^2-2qk\mu},\qquad\tilde\rho=\frac{16}{(4+q^2a_0^2/Z^2)^2}.$$
For $k\ll Z/a_0$ the angular integral is $4/3q^2$, and $\int q^2\tilde\rho^2dq=2\pi^2\langle\delta\rangle$, so $S_{\rm orb}=\frac43\pi e^2\hbar^2\langle\delta\rangle$. For $k\gg Z/a_0$ it is $4/3k^2$, the integral $\int q^4\tilde\rho^2dq$ converges, and $S_{\rm orb}\propto k^{-2}$. In the unit $e^2\hbar^2(Z/a_0)^3$ the plateau is $1/6$; Gauss-Legendre quadrature gives $0.16666$, $0.13333$ and $0.00641$ at $k=0.01,1,10\ Z/a_0$, and a logarithmic slope $-1.997$ between $40$ and $80\ Z/a_0$.

Below $\xi\sim x^2$ the full factor (8) must be kept. For $\omega_k\ll A,C$ its bracket tends to $2$, the weight is $\propto\omega_k^{-2}$, and $S\propto k$. The reference state keeps its weight $\omega_k^{-3}$, but $\langle\Psi|T_{\mathbf k}|\Psi\rangle\to0$ as $k\to0$ because $\langle1s|\boldsymbol\alpha|1s\rangle=0$ by parity. The crossover can be displayed in the dipole limit. There $\mathbf p_1\cdot\mathbf p_2\phi_0=-\hbar^2(Z/a_0)^2\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2\phi_0$, only $np\,n'p$ states enter, and the angular factor is $\langle\cos^2\theta_{12}\rangle=\frac13$. Omitting the polarization average $\frac23$, in the same unit and with energies in $Z^2E_h$,
$$S_{\rm dip}(K)=\frac23\sum_{n_1n_2}\frac{R_1\,d_{n_1}d_{n_2}}{A+C}\Big[\frac{KA}{K+A}+\frac{KC}{K+C}\Big],\qquad d_n=\int P_nP_{1s}dr,\quad K=\omega_k .$$
Summed over the Schrödinger $p$-wave pseudostates of a B-spline basis it gives $0.00262$, $0.11202$, $0.24486$, $0.24994$ at $K=0.01,1,100,10^4$, rising to the plateau $2\pi/8\pi=0.25$. The orbital window is $x^2\ll\xi\ll x$ and gives $\frac43\ln(1/x)$.

**Spin part.** The product of the spin terms is $\frac{i\hbar}2\cdot\frac{-i\hbar}2=+\frac{\hbar^2}4$ times $\sum_{\boldsymbol\epsilon}\boldsymbol\sigma_1\cdot(\mathbf k\times\boldsymbol\epsilon)\,\boldsymbol\sigma_2\cdot(\mathbf k\times\boldsymbol\epsilon)=k^2(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-\sigma_{1k}\sigma_{2k})$. In the singlet $(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)=-1$ for every unit vector $\mathbf n$, so the bracket is $-3+1=-2$ and the product is $-\hbar^2k^2/2$. Thus
$$S_{\rm spin}=\hbar^2k^2\langle Ve^{i\mathbf k\cdot\mathbf r_{12}}\rangle=\hbar^2k^2\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^2\tilde\rho^2}{|\mathbf q-\mathbf k|^2}.$$
This vanishes as $k^2$ for $k\ll Z/a_0$ and tends to $4\pi e^2\hbar^2\langle\delta\rangle$ for $k\gg Z/a_0$, which is $f\to+4/\xi$ in (6). By Lemma 4 it is cut off at $\xi\sim1$. The window $x\ll\xi\ll1$ gives $4\ln(1/x)$.

**Negative-energy states.** Between a state at rest and a negative-energy state the unit vertex is $O(\xi)$ and the $\boldsymbol\alpha$ vertex is $O(1)$; for a positive-energy state the orders are reversed. Each electron line with one C and one T vertex thus gives $O(\xi)$. For $+-$ the energy integral is that of the first step times the constant $\frac12$, of order $\xi^{-2}$; for $--$ it is no larger. With the Coulomb factor $\xi^{-2}$, $f\sim\xi^2\cdot\xi^2\cdot\xi^{-2}\cdot\xi^{-2}=O(1)$, which has no logarithm. $\square$

## Lemma 6. Two transverse rungs

*The TT remainder is $\alpha^3DE_h[-2\ln(1/x)+O(1)]$.*

*Proof.* Take $\mathbf k$ along $z$ and $\xi\ll1$. For $--$ states $\Lambda_-$ projects on the lower components, and a line gives $\langle\alpha_b\Lambda_-\alpha_a\rangle=\sigma_b\sigma_a$ with $a,b\in\{x,y\}$. In the ladder both lines meet the photons in the same order, so
$$\sum_{ab}(\sigma_{1b}\sigma_{1a})(\sigma_{2b}\sigma_{2a})=(\sigma_{1x}\sigma_{2x}+\sigma_{1y}\sigma_{2y})^2=(-2)^2=4 .$$
With $g=1+\eta\simeq2$ the propagators after rotation are $1/[(g+iw)(g-iw)]=1/(g^2+w^2)$, and
$$\mathcal L_{--}=-4\int\!\frac{dw}{2\pi}\frac1{(g^2+w^2)(w^2+\xi^2)^2}\simeq-4\cdot\frac14\cdot\frac1{4\xi^3}.$$
The last step holds because the photon factor confines $w$ to $O(\xi)$, and $\int\frac{dw}{2\pi}(w^2+\xi^2)^{-2}=1/4\xi^3$ is obtained by applying $-\partial/\partial\xi^2$ to $\int\frac{dw}{2\pi}(w^2+\xi^2)^{-1}=1/2\xi$. Hence $f\to-2/\xi$. Physically each line has shrunk to the vertex $e^2(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf A)/2mc^2$.

The lower end of the window is $\xi\sim x$. In the bound state the two photon momenta differ by a transfer of order $x\,mc$, and partial fractions give $\int\frac{dw}{2\pi}(w^2+\xi_1^2)^{-1}(w^2+\xi_2^2)^{-1}=1/[2\xi_1\xi_2(\xi_1+\xi_2)]$. For $\xi_1\ll\xi_2\sim x$ the measure is $\xi_1^2d\xi_1/\xi_1$, which converges.

The other states are smaller. For $++$ the four vertices give $\xi^4$ and the retardation integral is $O(\xi^{-5})$, as evaluated in (10) below, so $f=O(\xi)$. For $+-$ the vertices give $\xi^2$ and the energy integral is at most $\xi^{-4}$, so $f=O(1)$. $\square$

**Proof of (c).** The CC channel has no logarithm by (b). Lemmas 5 and 6 give $\frac43+4-2=\frac{10}3$. In terms of $x$ the leading term is $\frac{10}{3}\frac{1}{8\pi}x^3\ln\frac1x\,E_h=0.13263\,x^3\ln\frac1x\,E_h$. The edges of the windows are fixed only up to factors of order one, which change the constant and leave the coefficient of the logarithm alone. $\square$

**Proof of (d), first part.** Drop retardation in $\mathcal L_{--}$, that is replace $(w^2+\xi^2)^{-2}$ by $\xi^{-4}$. Then $\int\frac{dw}{2\pi}(g^2+w^2)^{-1}=1/2g=\frac14$ and $f\to8\xi^2(-4)/4\xi^4=-8/\xi^2$, which is order $x^2$ by Lemma 4. The integral now comes from $w\sim2$, where the true photon factor is smaller than the static one by $\xi^4/w^4$; the static replacement fails for these states. The coefficient follows in coordinate space. Acting between upper and lower components $\boldsymbol\alpha\to\boldsymbol\sigma$, and on the singlet $B\to-\frac{e^2}{2r_{12}}(-3-1)=2e^2/r_{12}$. With the denominator $4mc^2$ and closure, (4) becomes $-e^4\langle r_{12}^{-2}\rangle/mc^2$. In the coordinates $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$ (unit $a_0/Z$) the volume element is proportional to $u(s^2-t^2)$, $\phi_0^2\propto e^{-2s}$, and
$$\int_0^\infty\!ds\int_0^s\!du\int_0^u\!dt\;s^au^bt^ce^{-2s}=\frac{(a+b+c+2)!}{2^{a+b+c+3}(c+1)(b+c+2)} .$$
This gives $\langle u^{-2}\rangle=(\frac6{16}-\frac6{144})/(\frac{120}{192}-\frac{120}{960})=\frac{1/3}{1/2}=\frac23$. With $e^2/a_0=E_h$ and $E_h/mc^2=\alpha^2$, the static Breit-Breit $--$ term is $-\frac23x^2E_h$. The opposite truncation, with retardation kept and negative-energy states dropped, leaves the order $x^2$ intact and changes only the remainder: the retarded negative-energy terms found in (b) and in Lemmas 5 and 6 are all of order $x^3$ or $x^3\ln(1/x)$.

**Second part.** In Feynman gauge the rotated rung is $(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)/(w^2+\xi^2)$, and the unit vertex between positive-energy states is not small. With $a=\eta-1\simeq\xi^2/2$,
$$\mathcal L-\mathcal L^{\rm static}_{++}=-\int\!\frac{dw}{2\pi}\frac1{a^2+w^2}\Big[\frac1{(w^2+\xi^2)^2}-\frac1{\xi^4}\Big]\simeq\frac1{\xi^4}\int\!\frac{dw}{2\pi}\frac{w^2+2\xi^2}{(w^2+\xi^2)^2}=\frac1{\xi^4}\Big[\frac1{2\xi}+\frac1{4\xi}\Big].\tag{10}$$
The bracket vanishes as $w^2$, which allows $a\to0$. So $f\to6/\xi^3$, of order $x$ by Lemma 4. Below $\xi\sim x$ the weight (8) applies with $T_{\mathbf k}\to-1$ and gives terms $\propto\alpha\langle V\rangle\int dk/k$ with $\alpha\langle V\rangle=\frac58xE_h$; for the reference state this integral diverges at $k\to0$. The Feynman-gauge ladder has no separate meaning. $\square$

## Remark. The crossed diagram

The crossed diagram has no counterpart in (2) and belongs wholly to the remainder of two-photon exchange. Both lines carry $G(1+\omega,\mathbf k)$ and meet the photons in opposite order.

In the CC channel the $++$ and $--$ poles lie on one side and give zero. For $+-$, closing below, $\frac{i}{2\pi}\int d\omega\,[(\omega-\eta+1+i0)(\omega+\eta+1-i0)]^{-1}=1/2\eta$. Two such terms times $(\eta+1)(\eta-1)/4\eta^2$ give $\xi^2/4\eta^3$, so $f=2/\eta^3$ and $\int f\,d\xi=2$.

In the CT channel, closing above gives $+1/[2\omega_k(\omega_k+A)(\omega_k+C)]\to+1/2\omega_k^3$, and closure gives the order $O_1VO_2$, so $S=+2\langle O_1VO_2\rangle$. The spin operators commute with $V$, which gives $-4$. In the orbital part $\mathbf p_1$ acts to the left, $(-i\hbar\nabla\phi_0)^*=+i\hbar\nabla\phi_0$, which reverses the sign of the matrix element and gives $+\frac43$ again.

In the TT channel $\sum_{ab}(\sigma_{1b}\sigma_{1a})(\sigma_{2a}\sigma_{2b})=2+2\sigma_{1z}\sigma_{2z}=0$ in the singlet, since each term with $a\ne b$ is $(\mp i\sigma_{1z})(\pm i\sigma_{2z})$. The crossed coefficient of $\alpha^3DE_h\ln(1/x)$ is $\frac43-4+0=-\frac83$, and the sum with the ladder is $\frac23$.

In Feynman gauge the propagators are $(iw-a)^{-2}$. Their integral alone vanishes, so the constant $\xi^{-4}$ may be subtracted as in (10), and $(iw)^{-2}=-w^{-2}$ gives $f\to-6/\xi^3$. This cancels the ladder term, and the weight $+1/2\omega_k^3$ cancels the soft divergence. The number $\frac{10}3$ is a property of the Coulomb-gauge ladder, and most of it cancels against the crossed diagram.

## Worked example: He-like Ca, Zn and Sn

The level of theory is Dirac-Coulomb with a point nucleus, CC channel, $\alpha=0.0072973526$, $E_h=27.2114$ eV. The sums (5) were evaluated over the pseudostates of the radial equations
$$(V_n-\epsilon)P+\hbar c\Big(-\frac{d}{dr}+\frac\kappa r\Big)Q=0,\qquad\hbar c\Big(\frac d{dr}+\frac\kappa r\Big)P+(V_n-2mc^2-\epsilon)Q=0,$$
with $V_n=-Ze^2/r$ and $\epsilon=\varepsilon-mc^2$. The basis has restricted kinetic balance: $P$ is expanded in B-splines $B_i$ of degree 6, and $Q$ in $(d/dr+\kappa/r)B_i$ with independent coefficients. The knot spacing is $0.19\,\hbar/mc$ out to $2a_0/Z$, geometric near the nucleus and growing outward by a factor 1.4 per interval to a box of about $30a_0/Z$. The integrals $R_L$ come from solving the radial Poisson equation in the same splines. Partial waves run to $L_{\max}$, the integer nearest $6/x$. Since $f_{CC}\sim\xi^{-3}$ and $L\sim kr$, the increments are expected to approach an $L^{-3}$ fall at large $L$, a limit not yet reached at the $L_{\max}$ used; the tail was obtained by fitting $(L+\frac12)^{-3,-4,-5}$ to the upper 40% of the computed waves. The 1s energies $\epsilon$ are $-201.077$, $-455.525$ and $-1294.626$ hartree, equal to these digits to the Dirac value $-Z^2E_h/(1+\sqrt{1-x^2})$.

**Nonrelativistic limit.** At $x=0.005$ (spacing $0.08\,a_0/Z$, $L_{\max}=12$, tail powers $-4,-5,-6$) the no-pair sum is $-0.157668$ hartree. The Hylleraas functional $2\langle\chi|V-E_1|\phi_0\rangle+\langle\chi|H_0-E_0|\chi\rangle$, with $E_1=0.6250\,Z$ hartree, is an upper bound to $F(0)E_h$. Minimized over the 49 functions $s^it^ju^ke^{-s}$ with $j$ even and $0<i+j+k\le6$, it gives $-0.157659$ hartree. The no-pair sum lies $9\times10^{-6}$ hartree below this bound.

**Results**, in hartree:

| | Ca$^{18+}$ | Zn$^{28+}$ | Sn$^{48+}$ |
|---|---|---|---|
| $x$ | 0.14595 | 0.21892 | 0.36487 |
| $L_{\max}$ | 41 | 27 | 16 |
| $\Delta E^{CC}_{++}$ | $-0.15952$ | $-0.16226$ | $-0.17304$ |
| $10^5\Delta E^{CC}_{--}$ | $-1.195$ | $-4.094$ | $-19.87$ |
| $10^5\times$ eq. (7) | $-1.186$ | $-4.002$ | $-18.53$ |
| ratio | 1.008 | 1.023 | 1.073 |

In electronvolts $\Delta E^{CC}_{++}$ is $-4.341$, $-4.415$, $-4.709$ eV, and $\Delta E^{CC}_{--}$ is $-0.33$, $-1.11$, $-5.4$ meV.

For calcium, $x=20\times0.0072973526=0.14595$ and $x^3=3.109\times10^{-3}$, so (7) gives $-0.003815\times3.109\times10^{-3}=-1.186\times10^{-5}$ hartree. The local power between $Z=20$ and $30$ is $\ln(4.094/1.195)/\ln1.5=3.04$. A linear extrapolation of the ratio in $x^2$, with $x_1^2=0.02130$ and $x_2^2=0.04793$, subtracts $0.80$ times the difference of the two ratios from the first and gives $0.995$ at $x=0$ (unrounded ratios; the rounded ones give $0.996$). The fitted tails of the $--$ sums, $-5.7\times10^{-7}$, $-2.0\times10^{-6}$ and $-1.0\times10^{-5}$ hartree, are about 5% of those sums. An error of one tenth in the tail would shift a ratio by $0.005$. The finite knot spacing also cuts off large radial momenta, and the tabulated $--$ sums are not converged in it: refining the spacing to between $0.07$ and $0.12\,\hbar/mc$ raises their magnitude by about 0.4%, to $-1.199$, $-4.109$ and $-19.95$ in units of $10^{-5}$ hartree ($-1.12$ meV for zinc), with ratios near $1.011$, $1.027$, $1.077$ and an intercept near $0.999$, while $\Delta E^{CC}_{++}$ keeps the digits shown. The third decimal of the tabulated ratios is therefore not significant, and most of the departure of the intercept from one comes from the knot spacing. Measured from the intercept $0.996$ of the rounded ratios, the excess is $0.012$, $0.027$ and $0.077$. The first two values define the line; tin, whose $x^2$ is $6.25$ times that of calcium, has an excess about $6$ times larger. This is compatible with the remark after (7), but since the third decimal is not significant it is a weak check and cannot exclude a logarithm.

The logarithmic term of (c) for calcium is $0.13263\times3.109\times10^{-3}\times\ln(1/0.14595)=0.13263\times3.109\times10^{-3}\times1.9245=7.9\times10^{-4}$ hartree; for zinc and tin it is $2.1\times10^{-3}$ and $6.5\times10^{-3}$ hartree. Here $\ln(1/x)$ lies between about 2 and 1 and does not dominate the underived constant, so these figures give the size of the logarithmic term alone (about 0.5% of $|\Delta E^{CC}_{++}|$ for calcium); the constant may be of the same size and of either sign, and the ladder remainder itself is not determined here. The spurious static Breit-Breit term of (d) is $-\frac23\times0.02130=-1.42\times10^{-2}$ hartree for calcium, about 9% of $|\Delta E^{CC}_{++}|$, and $-3.2\times10^{-2}$ and $-8.9\times10^{-2}$ hartree for zinc and tin, all at leading order in $x$. The next term is of relative order $x$: with the exact free weights $f=-4(\eta+1)/\eta^2\xi^2$, and $\int(f+8/\xi^2)\,d\xi=4(\pi/2+1)$ adds $+0.409\,x^3E_h$, which is 9%, 13% and 22% of the three figures.
